\section*{QED Hartree-Fock with a Single Cavity Mode: Energy and Orbitals}

\section*{The model}

A molecule with clamped nuclei sits in a lossless cavity with one mode of frequency $\omega>0$. The wavelength is long compared with the molecule, so the dipole approximation holds. In the length gauge and in atomic units,
\begin{equation}
H=H_e+\omega b^\dagger b-\sqrt{\frac{\omega}{2}}\,\hat D\,(b+b^\dagger)+\frac12\hat D^2,
\qquad \hat D=\boldsymbol\lambda\cdot\mathbf d .
\label{H}
\end{equation}
Here $H_e$ is the electronic Hamiltonian including nuclear repulsion, $b$ removes one quantum from the mode, and $\mathbf d$ is the total dipole operator of electrons and nuclei. The real vector $\boldsymbol\lambda$ points along the polarization and has length $\lambda=\sqrt{4\pi/V}$ for mode volume $V$. The last term is the dipole self-energy. The zero-point energy $\omega/2$ is left out.

The trial states are products $|\Phi\rangle|\chi\rangle$, where $\Phi$ is a normalized Slater determinant and $\chi$ is any normalized photon state of finite energy. Averages over $\Phi$ are written $\langle\cdot\rangle$, and $D=\langle\hat D\rangle$.

\section*{(a) The photon state}

\textbf{Question.} Hold $\Phi$ fixed. Which photon state minimizes the energy, and how many quanta does it hold?

\textbf{Solution.} Averaging \eqref{H} over $\Phi$ leaves
\begin{equation}
E[\Phi,\chi]=\langle H_e\rangle+\tfrac12\langle\hat D^2\rangle+\langle\chi|h|\chi\rangle,
\qquad h=\omega b^\dagger b-\sqrt{\frac{\omega}{2}}\,D\,(b+b^\dagger).
\label{avg}
\end{equation}
To complete the square, take a real number $z$ and expand
\begin{equation}
\omega(b^\dagger-z)(b-z)=\omega b^\dagger b-\omega z(b+b^\dagger)+\omega z^2 .
\end{equation}
The linear terms agree with those of $h$ if $\omega z=\sqrt{\omega/2}\,D$, so
\begin{equation}
z=\frac{D}{\sqrt{2\omega}},\qquad \omega z^2=\frac{D^2}{2},\qquad
h=\omega(b^\dagger-z)(b-z)-\frac{D^2}{2}.
\label{z}
\end{equation}
Therefore
\begin{equation}
\langle\chi|h|\chi\rangle=\omega\,\big\|(b-z)\chi\big\|^2-\frac{D^2}{2}\ \ge\ -\frac{D^2}{2},
\end{equation}
with equality if and only if $b|\chi\rangle=z|\chi\rangle$. Write $|\chi\rangle=\sum_n c_n|n\rangle$. Since $b|n\rangle=\sqrt n\,|n-1\rangle$, this condition reads $\sqrt{n+1}\,c_{n+1}=z\,c_n$. Iteration gives $c_n=c_0z^n/\sqrt{n!}$, and the norm $|c_0|^2\sum_n z^{2n}/n!=|c_0|^2e^{z^2}=1$ fixes $|c_0|$. Up to a phase the minimizer is unique:
\begin{equation}
|\chi\rangle=e^{-z^2/2}\sum_{n=0}^\infty\frac{z^n}{\sqrt{n!}}\,|n\rangle ,
\qquad \langle b^\dagger b\rangle=\|b\chi\|^2=z^2=\frac{D^2}{2\omega}.
\label{coh}
\end{equation}
This is a coherent state. It was found among all photon states, not assumed.

The quanta counted here belong to the length gauge and are not light that could leak out. With $q=(b+b^\dagger)/\sqrt{2\omega}$ and its conjugate momentum $p$, the mode and coupling terms, with the zero-point energy restored, are
\begin{equation}
\omega b^\dagger b+\frac{\omega}{2}-\omega q\hat D+\frac12\hat D^2=\frac12p^2+\frac12(\omega q-\hat D)^2 .
\label{osc}
\end{equation}
The last square is the electric-field energy of the mode. In the optimal state $\omega\langle q\rangle=\sqrt{\omega/2}\,(2z)=D$, so the mean of $\omega q-\hat D$ vanishes: the static molecule is accompanied by no mean electric field of the mode.

\section*{(b) The energy functional}

\textbf{Question.} Eliminate the photon state. What remains to be minimized, and how does it depend on $\omega$?

\textbf{Solution.} Inserting the minimum $-D^2/2$ into \eqref{avg} gives
\begin{equation}
E[\Phi]=\langle H_e\rangle+\frac12\left(\langle\hat D^2\rangle-\langle\hat D\rangle^2\right)
=\langle H_e\rangle+\frac12\,\mathrm{Var}_\Phi(\boldsymbol\lambda\cdot\mathbf d).
\label{E}
\end{equation}
For every pair, $E[\Phi,\chi]\ge E[\Phi]$, with equality for the state \eqref{coh}. Minimizing \eqref{E} over determinants therefore gives the joint minimum, $E_{\rm QED\text{-}HF}$.

The frequency has dropped out. The displacement $z$ scales as $\omega^{-1/2}$, while the energy it gains, $\omega z^2=D^2/2$, does not depend on $\omega$. This holds at fixed $\boldsymbol\lambda$. If instead $g=\lambda\sqrt{\omega/2}$ is held fixed, then $\lambda^2=2g^2/\omega$, and the cavity term becomes $(g^2/\omega)$ times the variance of the dipole component along the polarization.

The first term of \eqref{E} is the Hartree-Fock energy functional, not the converged cavity-free energy, because the variance also acts on the orbitals.

\section*{(c) The variance of a determinant}

\textbf{Question.} Express the variance through the occupied orbitals.

\textbf{Solution.} Write $\hat D=D_{\rm nuc}+\sum_k d(k)$ with the one-electron operator $d=-\boldsymbol\lambda\cdot\mathbf r$. The constant $D_{\rm nuc}$ does not affect the variance. The square of the sum splits into
\begin{equation}
\Big(\sum_k d(k)\Big)^2=\sum_k d(k)^2+\sum_{k\ne l}d(k)d(l).
\end{equation}
For a determinant with occupied spin orbitals $i,j$, the pair term has a direct and an exchange part:
\begin{equation}
\Big\langle\sum_{k\neq l}d(k)d(l)\Big\rangle=\sum_{ij}\left(d_{ii}d_{jj}-d_{ij}d_{ji}\right).
\end{equation}
The direct part equals $\langle\sum_k d(k)\rangle^2$ and cancels when the squared mean is subtracted. With the projector $\gamma=\sum_i|i\rangle\langle i|$,
\begin{equation}
\mathrm{Var}=\sum_i(d^2)_{ii}-\sum_{ij}|d_{ij}|^2=\mathrm{Tr}(\gamma d^2)-\mathrm{Tr}(\gamma d\gamma d).
\label{var}
\end{equation}
In a complete orbital basis $(d^2)_{ii}=\sum_p|d_{pi}|^2$ over all orbitals $p$. The occupied $p$ cancel, leaving $\mathrm{Var}=\sum_{ia}|d_{ai}|^2$ with $a$ unoccupied. The cavity thus penalizes dipole transitions out of the occupied space.

In a finite basis, $(d^2)_{ii}=\|d\,\varphi_i\|^2$ should be computed from integrals of $(\boldsymbol\lambda\cdot\mathbf r)^2$. The function $d\,\varphi_i$ generally lies partly outside the basis, so the occupied-virtual sum is then a lower bound to the variance.

\section*{(d) The orbitals}

\textbf{Question.} Derive the Fock operator, and bound the energy by cavity-free quantities.

\textbf{Solution.} Vary $\gamma$ in half of \eqref{var}. By cyclicity of the trace the two variations of the quadratic term are equal, so
\begin{equation}
\delta\,\tfrac12\mathrm{Var}=\tfrac12\mathrm{Tr}(\delta\gamma\,d^2)-\mathrm{Tr}(\delta\gamma\,d\gamma d),
\qquad
F=F_{\rm HF}[\gamma]+\tfrac12d^2-d\gamma d .
\label{F}
\end{equation}
Mixing a little of an unoccupied orbital into an occupied one, $\varphi_i\to\varphi_i+\eta\varphi_a$, gives $\delta\gamma=\eta|a\rangle\langle i|+\eta^*|i\rangle\langle a|$ and $\delta E=2\,\mathrm{Re}(\eta F_{ia})$. Stationarity for every complex $\eta$ requires $F_{ia}=0$. The orbitals that diagonalize $F$ are the polaritonic orbitals of this mean field. They are electronic orbitals reshaped by the cavity and contain no photon component. For closed shells, $\gamma$ in $d\gamma d$ is the density matrix of one spin.

No term proportional to $D\,d$ appears in $F$. The mean field of $\tfrac12\hat D^2$ contains $+D\,d$, and the coherent field contributes $-\sqrt{\omega/2}\,\langle b+b^\dagger\rangle d=-D\,d$.

For the bounds, let $\Phi_0$ minimize $\langle H_e\rangle$, with value $E_{\rm HF}$ and variance $V_0$, and let $\Phi_*$ minimize \eqref{E}, with variance $V_*$. Since $V_*\ge0$ and $\Phi_0$ is an allowed trial state,
\begin{equation}
E_{\rm HF}\le\langle H_e\rangle_*\le\langle H_e\rangle_*+\tfrac12V_*=E_{\rm QED\text{-}HF}\le E_{\rm HF}+\tfrac12V_0 .
\label{bounds}
\end{equation}
Combining the first and last inequalities gives $V_*\le V_0$: relaxation lowers the variance at some cost in $\langle H_e\rangle$.

The size of the relaxation follows from an expansion in small orbital rotations $\kappa$ about a nondegenerate, stable $\Phi_0$. The functional is $E_{\rm HF}+\tfrac12V_0+\lambda^2 u^{T}\kappa+\tfrac12\kappa^{T}A\kappa$ to the order needed, where $\lambda^2u$ is the gradient of half the variance and $A$ is the positive Hartree-Fock Hessian. The minimum lies at $\kappa=-\lambda^2A^{-1}u$, and the gain is $\tfrac12\lambda^4u^{T}A^{-1}u$. For weak coupling the shift is thus $\tfrac12V_0$, of order $\lambda^2$, with a correction of order $\lambda^4$.

\section*{(e) Lithium hydride}

\textbf{Question.} Evaluate the shift for LiH at a bond length of 3.0 bohr with $\lambda=0.05$, polarized along and across the bond.

\textbf{Solution.} The calculation is restricted Hartree-Fock in the def2-TZVP basis. The chosen $\lambda$ corresponds to a mode volume of $0.745\ \mathrm{nm}^3$, a very strong confinement. The cavity-free energy is $-7.985147$ hartree. In hartree:

\begin{center}
\begin{tabular}{lcc}
 & along & across\\
$\tfrac12V_0$ & 0.004588 & 0.004913\\
relaxation gain & 0.000055 & 0.000065\\
shift & 0.004533 & 0.004848\\
$\tfrac12V_*$ & 0.004486 & 0.004786
\end{tabular}
\end{center}

Along the bond the shift is $0.004588-0.000055=0.004533$ hartree, or $0.123$ eV. Across it, the shift is $0.132$ eV. These digits belong to the def2-TZVP basis and are not converged. In def2-QZVP, aug-cc-pVTZ and cc-pVQZ the shifts are $0.118$--$0.119$ eV along and $0.130$ eV across, the relaxation gains rise to about $0.00009$--$0.00010$ and $0.00010$--$0.00011$ hartree, and the cavity-free energy falls by about $0.002$ hartree; the ordering of the two shifts is unchanged. The across case separates variance from mean: the mean dipole component is zero there, the photon state is the vacuum, and yet the shift is the larger of the two.

Along the bond the dipole grows from $2.373$ to $2.395$ atomic units while its variance falls (in the larger bases it grows about half as much, from about $2.35$ to about $2.37$). With $D=0.05\times2.39548=0.11977$ in magnitude, \eqref{coh} gives at $\omega=0.1$ hartree
\begin{equation}
\langle b^\dagger b\rangle=\frac{(0.11977)^2}{2\times0.1}=0.0717 .
\end{equation}
At $\omega=0.02$ and $0.5$ hartree the number is $0.359$ and $0.0143$. A separate minimization, which keeps $\tfrac12\hat D^2$ in full and diagonalizes the photon problem in number states, gives the same energy at all three frequencies to the eight decimals printed.

Doubling $\lambda$ from $0.01$ to $0.02$ multiplies the relaxation gain by $15.7$, close to the leading-order value 16. At $\lambda=0.05$ higher orders are visible: with $\tfrac12u^{T}A^{-1}u=10.2$ in this basis the leading term gives $0.000064$ hartree against the tabulated $0.000055$. The occupied-virtual sum recovers $94\%$ of the variance along the bond but $72\%$ across it, so replacing $d^2$ by the square of the basis-set matrix of $d$ would cause a sizable error in this basis. In the larger bases both fractions lie between $96\%$ and $99\%$.

\section*{(f) What an orbital energy means}

\textbf{Question.} Remove an electron from occupied orbital $i$ with all orbitals frozen. Relate the cost to $\varepsilon_i=F_{ii}$, and examine a shift of the coordinate origin.

\textbf{Solution.} First let the photon state readjust, so that \eqref{E} applies before and after, with $\gamma'=\gamma-|i\rangle\langle i|$. Write the Hartree-Fock part as $\mathrm{Tr}(\gamma h_1)+\tfrac12\mathrm{Tr}(\gamma G[\gamma])$ plus a constant, where $h_1$ is the one-electron Hamiltonian and $G$ is Coulomb minus exchange. It changes by $-(h_1)_{ii}-G[\gamma]_{ii}+\tfrac12G[|i\rangle\langle i|]_{ii}$. The last term vanishes because an orbital's Coulomb and exchange self-interactions cancel, leaving $-(F_{\rm HF})_{ii}$. For the variance,
\begin{equation}
\tfrac12\Delta\mathrm{Var}=-\tfrac12(d^2)_{ii}+(d\gamma d)_{ii}-\tfrac12d_{ii}^2 .
\end{equation}
Adding the two parts and using \eqref{F},
\begin{equation}
I_i^{\rm relaxed}=-\varepsilon_i-\tfrac12d_{ii}^2 .
\label{relaxed}
\end{equation}

Now freeze the photon state at the $z$ of the neutral molecule. For an electronic state with mean $D'$, the photon energy is
\begin{equation}
\omega z^2-2z\sqrt{\omega/2}\,D'=\tfrac12D^2-DD'=-\tfrac12D'^2+\tfrac12(D'-D)^2 .
\end{equation}
Compared with the readjusted value $-\tfrac12D'^2$, the excess is $\tfrac12(D'-D)^2=\tfrac12d_{ii}^2$. Hence
\begin{equation}
I_i^{\rm frozen}=-\varepsilon_i .
\label{frozen}
\end{equation}

Move the origin by $\mathbf c$, so that $d'=d+s$ with $s=\boldsymbol\lambda\cdot\mathbf c$. The operator $\hat D$ changes by a constant, so the functional \eqref{E} does not change. The Fock element of a given occupied orbital does. Using $\gamma|i\rangle=|i\rangle$,
\begin{align}
\varepsilon_i'-\varepsilon_i&=\left(s\,d_{ii}+\tfrac12s^2\right)-\left(2s\,d_{ii}+s^2\right)=-s\,d_{ii}-\tfrac12s^2,\\
-\varepsilon_i'-\tfrac12(d_{ii}+s)^2&=-\varepsilon_i+s\,d_{ii}+\tfrac12s^2-\tfrac12d_{ii}^2-s\,d_{ii}-\tfrac12s^2=-\varepsilon_i-\tfrac12d_{ii}^2 .
\end{align}
For a fixed orbital, \eqref{relaxed} is independent of the origin and \eqref{frozen} is not. The ion is charged, so its dipole depends on the origin, and a photon state frozen at the neutral molecule's value does not follow that dependence. Off-diagonal elements between occupied orbitals also change, by $-s\,d_{ij}$, so the canonical orbitals themselves can rotate among the occupied ones.

For LiH polarized along the bond, the highest occupied level moves from $-0.3025$ hartree without the cavity to $-0.3081$ with it, for an origin at Li. This looks like stronger binding. The readjusted removal energy, however, is $0.2989$ hartree, lower than the cavity-free $0.3025$. In larger bases these numbers shrink in magnitude by $0.0004$ to $0.0008$ hartree and keep their order. The difference $0.308054-0.298917=0.009137=\tfrac12d_{ii}^2$ gives $|d_{ii}|=0.1352$, a mean electron position $0.1352/0.05=2.70$ bohr from Li, near the hydrogen nucleus. Moving the origin by 10 bohr towards and past hydrogen means $s=0.5$ and $d_{ii}=-0.1352$, so
\begin{equation}
\varepsilon_i'=-0.3081+0.5\times0.1352-\tfrac12(0.5)^2=-0.3655\ \text{hartree},
\end{equation}
as computed directly, while the readjusted removal energy stays at $0.2989$ hartree. The apparent lowering of the level is therefore not a statement about binding.

\section*{(g) What the product state leaves out}

\textbf{Question.} Does the correlated ground-state energy $E(\omega)$ share the frequency independence? When is the coherent photon state justified?

\textbf{Solution.} Displace the mode by writing $b=z+c$. The terms linear in $c$ combine through $\omega z=\sqrt{\omega/2}\,D$, and the constants through $2z\sqrt{\omega/2}=D$ and $\omega z^2=\tfrac12D^2$:
\begin{equation}
H=H_e+\omega c^\dagger c-\sqrt{\frac{\omega}{2}}\,(\hat D-D)(c+c^\dagger)+\frac12(\hat D-D)^2 .
\end{equation}
The coherent state is the vacuum of $c$, in which the coupling term averages to zero. That term lets the field follow fluctuations of the dipole about its mean. A product state discards this response, and the frequency dependence with it.

The argument of part (a) used the electronic state through its averages alone, so it also holds for a correlated electronic state. The best product of that kind has the energy
\begin{equation}
E_{\rm static}=\min_x\,\big[\text{lowest eigenvalue of }H_e+\tfrac12(\hat D-x)^2\big],
\end{equation}
because minimizing $\langle(\hat D-x)^2\rangle$ over $x$ gives the variance. By the variational principle $E(\omega)\le E_{\rm static}\le E_{\rm QED\text{-}HF}$. For a lower bound, use \eqref{osc} with $x=\omega q$:
\begin{equation}
H+\frac{\omega}{2}=-\frac{\omega^2}{2}\frac{\partial^2}{\partial x^2}+H_e+\frac12(\hat D-x)^2 .
\end{equation}
The derivative term is non-negative, and the rest is at least $E_{\rm static}$ at every $x$. Therefore
\begin{equation}
E_{\rm static}-\frac{\omega}{2}\le E(\omega)\le E_{\rm static},
\end{equation}
and $E(\omega)\to E_{\rm static}$ as $\omega\to0$ at fixed $\lambda$. The coherent photon state is thus justified energetically for a slow mode, one with $\omega$ small compared with the dipole-allowed electronic excitation energies; the error of using a single determinant remains.

Full configuration interaction with photon number states shows the effect for LiH along the bond. The basis is STO-3G, which is minimal, so the numbers illustrate the ordering and do not predict the molecule's energies. The minimal basis also understates the gaps. To second order in the coupling the gap is $\tfrac12\sum_n|\langle n|\hat D|0\rangle|^2\,\omega/(\omega+\Omega_n)$ over excited states $n$ with excitation energies $\Omega_n$. Estimated with time-dependent Hartree-Fock excitations, this is about three times larger in def2-TZVP than in STO-3G, and it amounts to about a fifth of $\tfrac12V_0$ at $\omega=0.1$ hartree and nearly half at $\omega=0.5$ hartree. Here $E_{\rm QED\text{-}HF}=-7.8580$ and $E_{\rm static}=-7.8785$ hartree. The correlated energy lies below $E_{\rm static}$ by $5.2\times10^{-5}$, $1.0\times10^{-4}$, $3.8\times10^{-4}$, $9.0\times10^{-4}$ and $1.3\times10^{-3}$ hartree at $\omega=0.01$, $0.02$, $0.1$, $0.5$ and $2$ hartree. Frequency independence is a property of the product ansatz, not of the coupled ground state. The numerical check below asserts $E(\omega)<E_{\rm static}<E_{\rm QED\text{-}HF}$, together with the coherent state \eqref{coh}, the functional \eqref{E}, the variance \eqref{var}, the bounds $E_{\rm HF}<E_{\rm QED\text{-}HF}<E_{\rm HF}+\tfrac12V_0$ and $V_*<V_0$, the $\lambda^4$ scaling of the gain, the removal energies \eqref{relaxed} and \eqref{frozen}, and their behaviour under the origin shift. The lower bound is not asserted, but each gap listed above is smaller than the corresponding $\omega/2$.

\section*{Numbers as computed}
\begin{verbatim}
LiH bond length: 3.0 bohr; coupling lambda: 0.050 a.u.
mode volume 4 pi/lambda^2: 0.745 nm^3
def2-TZVP basis functions: 20
cavity-free Hartree-Fock energy: -7.98514724 hartree
[along bond] QED-HF energy: -7.98061390 hartree
[along bond] shift from Hartree-Fock: 0.00453334 hartree = 0.12336 eV
[along bond] half variance, HF orbitals: 0.00458813 hartree
[along bond] half variance, optimized: 0.00448601 hartree
[along bond] relaxation energy gain: 5.479e-05 hartree
[along bond] occupied-virtual sum / variance: 0.9370
[along bond] dipole, HF and QED-HF: 2.37265, 2.39548 a.u.
[along bond] omega 0.02 hartree: direct minimum -7.98061390 hartree, photons 0.35864
[along bond] omega 0.10 hartree: direct minimum -7.98061390 hartree, photons 0.07173
[along bond] omega 0.50 hartree: direct minimum -7.98061390 hartree, photons 0.01435
[across bond] QED-HF energy: -7.98029941 hartree
[across bond] shift from Hartree-Fock: 0.00484782 hartree = 0.13192 eV
[across bond] half variance, HF orbitals: 0.00491299 hartree
[across bond] half variance, optimized: 0.00478583 hartree
[across bond] relaxation energy gain: 6.516e-05 hartree
[across bond] occupied-virtual sum / variance: 0.7166
[across bond] dipole, HF and QED-HF: 0.00000, 0.00000 a.u.
[across bond] omega 0.02 hartree: direct minimum -7.98029941 hartree, photons 0.00000
[across bond] omega 0.10 hartree: direct minimum -7.98029941 hartree, photons 0.00000
[across bond] omega 0.50 hartree: direct minimum -7.98029941 hartree, photons 0.00000
relaxation gain ratio, lambda 0.02 over 0.01: 15.679
highest occupied level, HF: -0.302476 hartree
highest occupied level, QED-HF, origin at Li: -0.308054 hartree
removal energy, photon frozen: 0.308054 hartree
removal energy, photon readjusted: 0.298917 hartree
origin shift: 10.0 bohr; QED-HF energy then: -7.98061390 hartree
same orbital's Fock element after shift: -0.365461 hartree
its photon-readjusted removal energy: 0.298917 hartree
STO-3G determinants: 225; photon number states: 30
STO-3G QED-HF energy: -7.85795893 hartree
STO-3G correlated electrons, coherent photons: -7.87845034 hartree
STO-3G correlated, omega 0.01 hartree: -7.87850269 hartree, below coherent by 5.235e-05
STO-3G correlated, omega 0.02 hartree: -7.87855100 hartree, below coherent by 1.007e-04
STO-3G correlated, omega 0.10 hartree: -7.87883158 hartree, below coherent by 3.812e-04
STO-3G correlated, omega 0.50 hartree: -7.87935052 hartree, below coherent by 9.002e-04
STO-3G correlated, omega 2.00 hartree: -7.87975059 hartree, below coherent by 1.300e-03
\end{verbatim}
